\section*{Thickness period in ellipsometry and its removal with a second wavelength}

\section*{Problem}

A silicon wafer carries a transparent oxide film that has been thinned by chemical-mechanical polishing. The film is known beforehand to be thinner than 1200 nm. An ellipsometer at an angle of incidence $\phi=70^\circ$ in air gives

\begin{center}
\begin{tabular}{ccc}
wavelength & $\psi$ & $\Delta$ \\
633 nm & $40.87^\circ$ & $280.33^\circ$ \\
532 nm & $23.40^\circ$ & $99.71^\circ$
\end{tabular}
\end{center}

The oxide index is 1.46 at 633 nm and 1.465 at 532 nm. The silicon index is $3.88-0.02i$ and $4.15-0.04i$ respectively. These are rough typical values, and the readings are simulated for a film of known thickness.

\begin{enumerate}
\item By how much must the film grow for the angles at 633 nm to repeat?
\item Can two thicknesses within one such period give the same angles?
\item Which thicknesses are compatible with the 633 nm reading, and which one does the 532 nm reading select?
\item Up to what thickness can the second wavelength be trusted to do this?
\end{enumerate}

Take the film as flat, uniform, isotropic and non-absorbing, the silicon as infinitely thick, and the light as coherent. Fields vary in time as $e^{+i\omega t}$, so an absorbing medium has index $N=n-ik$. The angles are defined by
\begin{equation}
\rho=\frac{R_p}{R_s}=\tan\psi\,e^{i\Delta}.
\end{equation}

\section*{Hints}

\begin{enumerate}
\item The wave vector component along the surface is the same in all three media. Find the component normal to the surface inside the film.
\item Sum the waves reflected back and forth in the film. The thickness enters the sum through a single complex number $X$ of modulus one.
\item For a measured $\rho$, the equation for $X$ is quadratic. Ask what a root must satisfy to belong to a real thickness.
\item Each wavelength gives a ladder of possible thicknesses. The ladders have different spacings. Look for the rung they share, then ask where they next come close.
\end{enumerate}

\section*{Solution}

\subsection*{1. The period}

Let a wave travelling into the wafer vary as $e^{i(\omega t-k_xx-k_zz)}$. Continuity at every point of a flat interface requires the same $k_x=(2\pi/\lambda)\sin\phi$ in each medium. Since $k_x^2+k_z^2=(2\pi N_j/\lambda)^2$ in medium $j$,
\begin{equation}
k_{z,j}=\frac{2\pi}{\lambda}q_j,\qquad q_j=\sqrt{N_j^2-\sin^2\phi}.
\end{equation}
Label air 0, film 1 and silicon 2. In silicon the root with negative imaginary part is taken, so that the wave decays with depth. One crossing of a film of thickness $d$ gives the phase $\beta=2\pi d q_1/\lambda$, and a round trip multiplies the wave by
\begin{equation}
X=e^{-2i\beta}=e^{-4\pi i d q_1/\lambda}.
\end{equation}

To find the reflection at one interface, describe $s$ light by its electric field $E_y$ and $p$ light by its magnetic field $H_y$. Maxwell's equations then give the other tangential field. For $s$ light it is $H_x=-(k_z/\omega\mu_0)E_y$, and for $p$ light it is $E_x=(k_z/\omega\varepsilon_0N^2)H_y$. Both change sign for a wave travelling back. Apart from common constants, the ratio of the two tangential fields is therefore
\begin{equation}
Y_j=q_j\ \ (s),\qquad Y_j=q_j/N_j^2\ \ (p).
\end{equation}
Continuity of both tangential fields between media $j$ and $k$ reads $1+r=t$ and $Y_j(1-r)=Y_kt$, so
\begin{equation}
r_{jk}=\frac{Y_j-Y_k}{Y_j+Y_k},\qquad t_{jk}=\frac{2Y_j}{Y_j+Y_k}.
\end{equation}
Two relations follow at once: $r_{10}=-r_{01}$, and
\begin{equation}
t_{01}t_{10}=\frac{4Y_0Y_1}{(Y_0+Y_1)^2}=1-r_{01}^2 .
\end{equation}

The reflected wave is the direct reflection plus the waves that have made one, two, three and more round trips:
\begin{align}
R&=r_{01}+t_{01}r_{12}X\,t_{10}\left[1+r_{10}r_{12}X+(r_{10}r_{12}X)^2+\dots\right]\notag\\
&=r_{01}+\frac{(1-r_{01}^2)\,r_{12}X}{1+r_{01}r_{12}X}\notag\\
&=\frac{r_{01}+r_{01}^2r_{12}X+r_{12}X-r_{01}^2r_{12}X}{1+r_{01}r_{12}X}
=\frac{r_{01}+r_{12}X}{1+r_{01}r_{12}X}.
\end{align}
The series converges because $|r_{01}r_{12}X|<1$ here.

Thickness appears nowhere except in $X$, and $X$ is the same number for $p$ and $s$ light. It returns to its value when $4\pi q_1d/\lambda$ grows by $2\pi$. Both reflection coefficients, and with them $\psi$ and $\Delta$, then repeat. The growth needed is
\begin{equation}
D=\frac{\lambda}{2q_1}=\frac{\lambda}{2\sqrt{n_1^2-\sin^2\phi}} .
\end{equation}
With $\sin^2 70^\circ=0.883022$,
\begin{equation}
q_1=\sqrt{1.46^2-0.883022}=1.1174,\qquad
D_1=\frac{633\ \text{nm}}{2\times1.1174}=283.25\ \text{nm}.
\end{equation}

As a test, the reflection was also computed directly from Maxwell's equations for the tangential fields, without the interface coefficients or the sum above. Starting from a 100 nm film, a search over added thicknesses from 5 to 400 nm found the repeat at 283.25 nm.

The period is longer than the normal-incidence value $\lambda/(2n_1)=216.78$ nm because an oblique wave has a smaller normal wave number. The normal-incidence value describes the repetition of $R_p$ and $R_s$ themselves, but it is of no use to an ellipsometer. At $\phi=0$ one has $q_j=N_j$, so $Y_j=N_j$ for $s$ and $1/N_j$ for $p$. Each $p$ coefficient is then minus the $s$ coefficient, $R_p=-R_s$, and $\rho=-1$ whatever the thickness. Sensitivity is also lost at any angle if the film has the index of the substrate, since then $r_{12}=0$ and $R=r_{01}$.

\subsection*{2. Is the thickness unique within a period?}

That $D$ is a period does not show that the angles differ everywhere in between. Write $p_{01},p_{12}$ and $s_{01},s_{12}$ for the interface coefficients. Dividing the two reflection formulas gives
\begin{equation}
(p_{01}+p_{12}X)(1+s_{01}s_{12}X)=\rho\,(1+p_{01}p_{12}X)(s_{01}+s_{12}X).
\end{equation}
Multiplying out and collecting powers of $X$ gives $AX^2+BX+C=0$ with
\begin{align}
A&=p_{12}s_{01}s_{12}-\rho\,p_{01}p_{12}s_{12},\notag\\
B&=p_{12}+p_{01}s_{01}s_{12}-\rho\,(s_{12}+p_{01}p_{12}s_{01}),\notag\\
C&=p_{01}-\rho\,s_{01}.
\end{align}
A given $\rho$ therefore has two roots. A real thickness in a transparent film needs $|X|=1$. Two thicknesses in one period share their angles only if both roots lie on the unit circle.

For this stack they do not. At 200 equally spaced thicknesses across a period, the modulus of the second root differed from one by a factor of at least 2.82 at 633 nm and 2.62 at 532 nm. This is a sampled result for these indices and this angle, and a different stack needs its own check.

\subsection*{3. The two ladders}

At 633 nm the coefficients are
\begin{align}
p_{01}&=-0.2103, & p_{12}&=0.3541-0.0021i,\notag\\
s_{01}&=-0.5313, & s_{12}&=-0.5422+0.0019i .
\end{align}
With $\rho=\tan 40.87^\circ\,e^{i\,280.33^\circ}$ the quadratic has the roots
\begin{equation}
X=-0.5986+0.8011i\quad\text{and}\quad X=-1.4459+4.3880i .
\end{equation}
The first has modulus 1.0001 and is the physical one; the small excess comes from rounding the angles to $0.01^\circ$. The second has modulus 4.62 and is discarded.

Since $X=e^{-2i\beta}$, the round-trip phase is minus the argument of $X$, up to multiples of $360^\circ$. The argument is $126.77^\circ$, so the phase is $360^\circ-126.77^\circ=233.23^\circ$. The thickness reduced to the first period is
\begin{equation}
f_1=\frac{233.23}{360}\times283.25\ \text{nm}=183.51\ \text{nm}.
\end{equation}
Adding multiples of $D_1$ up to the 1200 nm bound gives four candidates:
\begin{equation}
183.5,\quad 466.8,\quad 750.0,\quad 1033.2\ \text{nm}.
\end{equation}
The 633 nm reading alone cannot choose between them.

At 532 nm the oxide index is 1.465, so
\begin{equation}
q_1=1.1239,\qquad D_2=\frac{532\ \text{nm}}{2\times1.1239}=236.67\ \text{nm}.
\end{equation}
The physical root is $X=0.4875-0.8731i$. Its argument is $-60.82^\circ$, the phase is $60.82^\circ$, and
\begin{equation}
f_2=\frac{60.82}{360}\times236.67\ \text{nm}=39.99\ \text{nm}.
\end{equation}
The last digit follows from the unrounded phase and period. The candidates are now
\begin{equation}
40.0,\quad 276.7,\quad 513.3,\quad 750.0,\quad 986.7\ \text{nm}.
\end{equation}
The ladders share the value
\begin{equation}
d=f_1+2D_1=f_2+3D_2=750.0\ \text{nm}.
\end{equation}
The next best pair disagrees by 46.6 nm. The readings were simulated for 750 nm, so this confirms the inversion; it says nothing yet about the accuracy on a real wafer.

\subsection*{4. How far the second wavelength can be trusted}

Let $d$ be the true thickness. The ladders contain $d+mD_1$ and $d+m'D_2$, with integers $m$ and $m'$. A wrong pair disagrees by $|mD_1-m'D_2|$. For $m=0$ a wrong $m'$ leaves a gap of at least $D_2=236.7$ nm. For the other values of $m$, with the best $m'$ for each, the gaps are

\begin{center}
\begin{tabular}{ccccccc}
$|m|$ & 1 & 2 & 3 & 4 & 5 & 6 \\
gap (nm) & 46.6 & 93.2 & 96.9 & 50.4 & 3.8 & 42.8
\end{tabular}
\end{center}

At $m=5$ the ladders nearly meet again, because $5D_1=1416.2$ nm and $6D_2=1420.0$ nm. If the film is known to be thinner than 1416 nm, a wrong candidate can lie at most four periods $D_1$ away, and the smallest gap is $g=46.6$ nm.

Suppose that errors make the two thicknesses of the correct pair differ by $e$. A wrong pair then differs by at least $g-|e|$. The correct pair still agrees best if $|e|<g-|e|$, that is, if
\begin{equation}
|e|<g/2=23.3\ \text{nm}.
\end{equation}
The 1200 nm bound of the problem satisfies the range condition. The argument assumes that the correct rung is in the list. An error can push it past the bound: with the oxide index 0.005 higher than assumed and the list cut at 1200 nm, films above about 1193 nm are read one period $D_1$ too thin, and the best pair then disagrees by about $g$. The list should therefore extend beyond the bound by the expected error. The procedure was tested on simulated films from 5 to 1195 nm in steps of 7 nm, with angles rounded to $0.01^\circ$. It chose the right order each time, and the largest thickness error was 0.012 nm.

The second wavelength must also be well chosen. If the oxide had no dispersion and $\lambda_2=\lambda_1/2$, then $D_2=D_1/2$. Each rung of the first ladder would also be a rung of the second, and nothing would be removed.

\subsection*{5. What the model leaves out}

The table shows the recovered thickness when the simulated 750 nm sample or its analysis departs from the assumptions, one departure at a time. No root then has $|X|=1$ exactly, and the thickness is read from the argument of the root nearest the unit circle; a least-squares fit to $\psi$ and $\Delta$ would change the entries by up to about 0.2 nm. The last column is the disagreement between the wavelengths. All values are in nm.

\begin{center}
\begin{tabular}{lccc}
departure & 633 & 532 & differ by \\
oxide index $+0.005$ & 754.45 & 754.35 & 0.11 \\
angle $+0.05^\circ$ & 749.82 & 749.95 & 0.13 \\
1 nm interlayer, $n=2$ & 750.92 & 751.25 & 0.33 \\
1 nm water on top & 750.72 & 750.81 & 0.09 \\
silicon index $+0.02$ & 749.92 & 750.02 & 0.10 \\
10 nm range in spot & 749.98 & 750.01 & 0.03 \\
dispersion ignored & 750.00 & 754.38 & 4.38
\end{tabular}
\end{center}

Every disagreement is far below 23.3 nm, so for this film the choice of order survives. The thickness itself is less secure. The 0.01 nm error of the simulated sweep reflects rounding alone, whereas an index error of 0.005 moves the answer by more than 4 nm, about 0.6\% of the thickness.

The indices used here are roughly those of silicon dioxide and silicon in the visible. The near-coincidence is sensitive to the oxide dispersion: with fused-silica values of 1.4570 and 1.4607 one finds $5D_1=1421.2$ nm and $6D_2=1427.1$ nm, a gap of 5.9 nm instead of 3.8 nm. The index of a deposited oxide depends on how it was made, so it should be determined for the process in use. For the 750 nm film it matters most among the departures in the table. For a thinner film the order can change: at 100 nm the same index error of 0.005 moves the result by only about 0.5 nm, less than the 0.9 nm caused by the 1 nm interlayer. On a patterned wafer the assumption of one uniform film over a plain substrate fails. The calculation then applies to an unpatterned wafer or to a test area larger than the light spot. The table does not cover a pattern under the spot.

\section*{Variation 1: a film thicker than the assumed bound}

\emph{The film is really 2166.2 nm thick, but the analysis still assumes less than 1200 nm. What is reported? Would raising the bound to 2500 nm cure the fault?}

The thickness is $750.0\ \text{nm}+5D_1$, so the 633 nm angles are those of a 750.0 nm film. At 532 nm the ladder contains $2166.2-6D_2=2166.2-1420.0=746.2$ nm. The best pair below the bound is thus 750.0 and 746.2 nm. The disagreement of 3.8 nm is smaller than the one caused by ignoring dispersion in the table above, so it could pass for an ordinary model error. The reported thickness would be wrong by about 1400 nm.

With the bound at 2500 nm, the true pair enters the list and agrees better than the false one. The margin, however, is now half of 3.8 nm, or 1.9 nm. To see what this demands, let the true index at 532 nm exceed the assumed one by $\delta n$. The measured phase fixes the product $dq_1$, and $\delta q_1=n_1\delta n/q_1$, so to first order the recovered thickness shifts by
\begin{equation}
\delta d=d\,\frac{\delta q_1}{q_1}=\frac{d\,n_1}{q_1^2}\,\delta n .
\end{equation}
This neglects the small change of the interface coefficients. With $d=2166$ nm, $n_1=1.465$ and $q_1=1.1239$, a shift of 1.9 nm corresponds to $\delta n\approx0.0008$. With the 633 nm index held fixed, the true index at 532 nm must not exceed the assumed one by more than this. The limit is one-sided: an error of the other sign widens the gap of the false pair as well, and for this film the choice fails only near $\delta n=-0.009$. Raising the assumed 532 nm index by 0.0023 would make $5D_1$ and $6D_2$ equal, and these two wavelengths could then not separate the two thicknesses at all.

\section*{Variation 2: does agreement prove the thickness?}

\emph{The oxide index is 0.005 higher than assumed at both wavelengths. Does the comparison of the two ladders reveal it for the 750 nm film?}

The shift formula of Variation 1 gives, at 633 nm,
\begin{equation}
\delta d=\frac{750\times1.46}{1.1174^2}\times0.005\ \text{nm}=4.4\ \text{nm}.
\end{equation}
The full calculation gives 754.45 nm, a shift of 4.45 nm. At 532 nm the factor $n_1/q_1^2$ is nearly the same, and the recovered value is 754.35 nm. The two wavelengths agree to 0.11 nm while both are wrong by more than 4 nm.

The comparison therefore settles the integer order, but it hardly responds to an index error shared by both wavelengths. It does respond to an error in the difference of the two indices: using 1.46 at both wavelengths leaves the 633 nm value at 750.00 nm and moves the 532 nm value to 754.38 nm.

The shared error does show elsewhere. Each reading holds two numbers, and the ladders use only the argument of $X$. For this film the physical root at 633 nm has $|X|=0.992$, whereas rounding the angles to $0.01^\circ$ moves $|X|$ by at most 0.0003. Treating the index as a second unknown, the rounded 633 nm angles give $n_1=1.4649$ and, in the right order, $d=750.06$ nm. This works only if the other assumptions hold, and it fails near $X=1$, where the film drops out of $R$.

\section*{Numbers as computed}
\begin{verbatim}
angle 70 deg, sin^2 = 0.883022
line 633 nm: oxide n 1.46, silicon N (3.88-0.02j)
  q = 1.11740, period D = 283.25 nm
  period found by search = 283.25 nm
  p01, p12 = -0.2103+0.0000j, 0.3541-0.0021j
  s01, s12 = -0.5313+0.0000j, -0.5422+0.0019j
  other root: |X| or 1/|X| at least 2.82
line 532 nm: oxide n 1.465, silicon N (4.15-0.04j)
  q = 1.12392, period D = 236.67 nm
  period found by search = 236.67 nm
  p01, p12 = -0.2098+0.0000j, 0.3811-0.0039j
  s01, s12 = -0.5334+0.0000j, -0.5649+0.0035j
  other root: |X| or 1/|X| at least 2.62
normal-incidence period at 633 nm = 216.78 nm
reading 633 nm: psi 40.87, Delta 280.33 deg
  roots X = -0.5986+0.8011j and -1.4459+4.3880j
  |X| = 1.0001, folded thickness = 183.51 nm
  candidates (nm): 183.5, 466.8, 750.0, 1033.2
reading 532 nm: psi 23.40, Delta 99.71 deg
  roots X = 0.4875-0.8731j and -2.4734-1.3475j
  |X| = 1.0000, folded thickness = 39.99 nm
  candidates (nm): 40.0, 276.7, 513.3, 750.0, 986.7
selected orders m1 = 2, m2 = 3
thickness = 750.00 nm, disagreement = 0.000 nm
next best pair disagreement = 46.6 nm
gap for m = 1..6 (nm): 46.6, 93.2, 96.9, 50.4, 3.8, 42.8
near-coincidence: 5 D1 = 1416.2 nm, 6 D2 = 1420.0 nm
smallest gap before it = 46.6 nm, half = 23.3 nm
index change at 532 nm closing it = 0.0023
dD/dn at 633 nm = -331.2 nm per unit index
largest error in thickness sweep = 0.012 nm
film of 2166.2 nm is read as 750.0 and 746.2 nm
neglected effect: d at 633, d at 532, disagreement (nm)
  oxide index +0.005: 754.45, 754.35, 0.11
  angle +0.05 deg: 749.82, 749.95, 0.13
  1 nm interlayer, n=2: 750.92, 751.25, 0.33
  1 nm water, n=1.33: 750.72, 750.81, 0.09
  silicon index +0.02: 749.92, 750.02, 0.10
  10 nm range in spot: 749.98, 750.01, 0.03
  dispersion ignored: 750.00, 754.38, 4.38
\end{verbatim}
